\section*{Electron energy needed for a 15 eV recoil of silicon-28}

\section{Problem}

An electron strikes a free silicon-28 nucleus that is at rest. The collision is elastic: no light is emitted and the nucleus is not excited. What is the least kinetic energy the electron must have in order to give the nucleus a recoil energy of 15 eV, and in what kind of collision does this least energy suffice?

The 15 eV is a given energy transfer. Whether a silicon atom in a crystal leaves its site after receiving it depends on the forces from its neighbours, which are not part of this problem.

Let $m$ and $M$ be the rest energies of the electron and the nucleus, $E$ the kinetic energy of the incoming electron, and $T$ the kinetic energy of the nucleus after the collision. Every momentum is multiplied by the speed of light $c$, so that it is an energy too, and every speed is a fraction of $c$. With these conventions no factors of $c$ appear. The nuclear mass is taken as 28 atomic mass units, which gives
\begin{equation}
m = 510.999\ \text{keV}, \qquad M = 26\,081\,835\ \text{keV}.
\end{equation}

\section{A tempting solution}

The largest transfer is expected in a head-on collision, where all motion is along one line. Let the electron have velocity $v$ before and $v'$ after the collision, and let the nucleus acquire velocity $V$. Conservation of momentum and of kinetic energy reads
\begin{align}
m(v-v') &= MV, \\
m(v^2-v'^2) &= MV^2 .
\end{align}
The left side of the second equation is $m(v-v')(v+v')$. Dividing it by the first, which is allowed because $V\neq 0$, gives $v+v'=V$, or $v'=V-v$. Inserting this in the first equation gives $m(2v-V)=MV$, hence
\begin{equation}
V=\frac{2m}{m+M}\,v .
\end{equation}
The recoil energy follows with $E=\tfrac12 mv^2$:
\begin{equation}
T=\tfrac12 MV^2=\frac{2m^2M}{(m+M)^2}\,v^2=\frac{4mM}{(m+M)^2}\,E .
\end{equation}
Solving for the electron energy, here called $E_{\mathrm N}$, one finds
\begin{equation}
E_{\mathrm N}=\frac{(m+M)^2}{4mM}\,T = 191.4\ \text{keV}.
\label{eq:newton}
\end{equation}

\section{Where it fails}

The algebra is correct, and so is the use of the two conservation laws. The result can be checked against its own assumptions by asking how fast the electron would be:
\begin{equation}
v=\sqrt{\frac{2E_{\mathrm N}}{m}}=\sqrt{\frac{2\times 191.4}{511.0}}\approx 0.87 .
\end{equation}
This is a large fraction of the speed of light, so the expressions $\tfrac12mv^2$ and $mv$ cannot be used for the electron. The nucleus is a different matter. Its kinetic energy is less than a billionth of its rest energy, and Newtonian mechanics describes it very well.

What matters for the collision is the relation between the energy of the electron and its momentum. The Newtonian solution uses $p^2=2mE$. The total energy of the electron is $E+m$, and the relativistic relation is
\begin{equation}
p^2=(E+m)^2-m^2=E^2+2mE=2mE\left(1+\frac{E}{2m}\right).
\label{eq:p}
\end{equation}
At a given kinetic energy the electron therefore carries more momentum than the Newtonian formula allows. It can push the nucleus harder, and a smaller energy than $E_{\mathrm N}$ will do.

\section{The right solution}

\subsection{Recoil energy at any angle}

That the head-on collision gives the largest transfer was assumed above. To prove it, let the nucleus recoil with momentum $\mathbf P$ at an angle $\varphi$ to the incoming momentum $\mathbf p$. Write $W=E+m$ for the total energy of the incoming electron. The total energy of the nucleus rises from $M$ to $M+T$, so the electron leaves with energy $W-T$ and momentum $\mathbf p-\mathbf P$. It is still an electron with rest energy $m$, which requires
\begin{equation}
(W-T)^2-|\mathbf p-\mathbf P|^2=m^2 .
\end{equation}
Writing out the squares gives
\begin{equation}
W^2-2WT+T^2-p^2+2pP\cos\varphi-P^2=m^2 .
\end{equation}
Two relations simplify this. Before the collision $W^2-p^2=m^2$, which cancels the right side. For the nucleus after the collision,
\begin{equation}
P^2=(M+T)^2-M^2=T^2+2MT .
\label{eq:P}
\end{equation}
The terms $T^2$ then cancel, and what remains is
\begin{equation}
pP\cos\varphi=T(W+M).
\label{eq:angle}
\end{equation}
The right side is positive, so $\cos\varphi>0$: a nucleus initially at rest recoils into the forward half-space. Now square both sides and insert Eq.~\eqref{eq:P}:
\begin{equation}
p^2\cos^2\!\varphi\;T(T+2M)=T^2(W+M)^2 .
\end{equation}
One factor $T$ can be divided out, since $T=0$ means that no energy was transferred. Collecting the terms with $T$ yields
\begin{equation}
T(\varphi)=\frac{2M\,p^2\cos^2\!\varphi}{(W+M)^2-p^2\cos^2\!\varphi}.
\label{eq:Tphi}
\end{equation}
The denominator is positive because $p<W$. When $\cos^2\!\varphi$ increases, the numerator grows and the denominator shrinks, so $T$ grows. The maximum lies at $\varphi=0$, where the nucleus moves off along the beam.

\subsection{The head-on collision}

At $\varphi=0$ the denominator of Eq.~\eqref{eq:Tphi} becomes
\begin{align}
(W+M)^2-p^2 &= (W^2-p^2)+2MW+M^2 \nonumber\\
&= m^2+2M(E+m)+M^2 \nonumber\\
&= (m+M)^2+2ME .
\end{align}
With $p^2=E(E+2m)$ from Eq.~\eqref{eq:p}, the largest recoil energy is
\begin{equation}
T=\frac{2M\,E(E+2m)}{(m+M)^2+2ME}.
\label{eq:Tmax}
\end{equation}

The direction of the electron afterwards follows from Eq.~\eqref{eq:angle}. At $\varphi=0$ it gives $P=T(W+M)/p$. Calling the denominator $D=m^2+M^2+2MW$ and using $T=2Mp^2/D$, one obtains
\begin{equation}
P=\frac{2M(W+M)}{D}\,p,
\qquad
P-p=\frac{2MW+2M^2-D}{D}\,p=\frac{M^2-m^2}{D}\,p .
\label{eq:rebound}
\end{equation}
Since $M>m$, the nucleus takes more than the whole incoming momentum, and the electron is left with the negative momentum $p-P$. It rebounds along its line of approach.

\subsection{Why this fixes a least energy}

Equation~\eqref{eq:Tmax} gives the largest $T$ for a given $E$. It answers the question about the least $E$ if $T$ rises steadily with $E$. The sign of $dT/dE$ is that of
\begin{align}
&(2E+2m)\left[(m+M)^2+2ME\right]-2M\left(E^2+2mE\right) \nonumber\\
&\quad =2(E+m)(m+M)^2+4ME^2+4mME-2ME^2-4mME \nonumber\\
&\quad =2(E+m)(m+M)^2+2ME^2 ,
\end{align}
which is positive. An electron with less energy than the solution of Eq.~\eqref{eq:Tmax} therefore cannot deliver the required $T$ to a resting nucleus in one elastic collision, at any angle.

\subsection{Solving for the electron energy}

Multiply Eq.~\eqref{eq:Tmax} by its denominator, divide by $2M$, and bring all terms to one side:
\begin{equation}
E^2+(2m-T)E-\frac{T(m+M)^2}{2M}=0 .
\label{eq:quad}
\end{equation}
The constant term, which is the product of the two roots, is negative. One root is thus positive and the other negative, and a kinetic energy must be the positive one:
\begin{equation}
E=\frac T2-m+\sqrt{\left(m-\frac T2\right)^2+\frac{T(m+M)^2}{2M}} .
\end{equation}
The expression under the root can be factored. Written out, it is
\begin{align}
&m^2-mT+\frac{T^2}{4}+\frac{Tm^2}{2M}+mT+\frac{MT}{2} \nonumber\\
&\quad=\left(m^2+\frac{MT}{2}\right)+\frac{T}{2M}\left(m^2+\frac{MT}{2}\right),
\end{align}
so that
\begin{equation}
E=\frac T2-m+\sqrt{\left(1+\frac{T}{2M}\right)\left(m^2+\frac{MT}{2}\right)} .
\label{eq:E}
\end{equation}
Here $T/2M$ is about $3\times10^{-10}$ and can be dropped. The separate term $T/2$ is 7.5 eV, which is also negligible beside an energy of more than a hundred keV. This leaves the working formula
\begin{equation}
E\approx\sqrt{m^2+\frac{MT}{2}}-m .
\label{eq:short}
\end{equation}

\section{Numbers}

With $T=0.015$ keV, the two terms under the root are
\begin{align}
\frac{MT}{2}&=\frac{26\,081\,835\times0.015}{2}\ \text{keV}^2=195\,614\ \text{keV}^2,\\
m^2&=261\,120\ \text{keV}^2 .
\end{align}
Their sum is $456\,734\ \text{keV}^2$, with the square root 675.82 keV. Hence
\begin{equation}
E\approx 675.82\ \text{keV}-511.00\ \text{keV}=164.82\ \text{keV}.
\end{equation}
The full formula, Eq.~\eqref{eq:E}, gives 164.83 keV. The least electron energy is about 165 keV, and it suffices in a head-on collision.

The last digits should not be taken as a property of silicon, because the mass of the nucleus was rounded to 28 units. The true mass is lower by roughly 0.1\,\%. Changing $M$ by 0.2\,\% downwards or upwards moves the answer to 164.54 or 165.12 keV, so the rounded result of 165 keV stands.

\section{Reading the result}

\subsection{Much momentum, little energy}

In the head-on collision the electron momentum changes from 442.29 keV to $-442.27$ keV, and the nucleus receives the difference, 884.56 keV. The electron is turned back with almost its full momentum, yet it loses only 15 eV, about one part in 11\,000 of its kinetic energy. The nucleus acts like a heavy wall.

This picture gives the working formula in two lines. For $W\ll M$, Eq.~\eqref{eq:rebound} reduces to $P\approx2p$. The slow nucleus has $T\approx P^2/2M$, so
\begin{equation}
T\approx\frac{(2p)^2}{2M}=\frac{2p^2}{M}=\frac{2E(E+2m)}{M} .
\label{eq:heavy}
\end{equation}
Adding $m^2$ to both sides of $E(E+2m)=MT/2$ completes the square, $(E+m)^2=m^2+MT/2$, and Eq.~\eqref{eq:short} follows. If the Newtonian $p^2=2mE$ is put into $2p^2/M$ instead, the result is $4mE/M$, which is the tempting solution for a heavy nucleus. In this heavy-nucleus approximation the two solutions differ only in the momentum of the electron.

\subsection{Size of the Newtonian error}

By Eq.~\eqref{eq:newton}, the constant term in Eq.~\eqref{eq:quad} equals $-2mE_{\mathrm N}$. The quadratic can therefore be written as $E(E+2m-T)=2mE_{\mathrm N}$, and
\begin{equation}
\frac{E_{\mathrm N}}{E}=1+\frac{E-T}{2m}\approx1+\frac{E}{2m}=1.161 .
\end{equation}
The Newtonian energy is too high by 16\,\% of the correct one. This relative error, about $E/2m$, vanishes for $E\ll m$, where Newtonian mechanics is recovered. It grows in proportion to $E$ as long as $E\ll M$, so that $T$ is negligible beside $E$.

The error also has a practical direction. For a beam of 165 keV the Newtonian formula predicts a largest recoil energy of $15\times165/191.4\approx12.9$ eV, whereas the correct value is 15.02 eV. Someone who wished to keep all recoils below 15 eV would be misled into thinking that there was a margin.

\subsection{Other beam energies and angles}

The largest recoil energy is 8.60 eV at 100 keV, 13.48 eV at 150 keV and 18.74 eV at 200 keV. Doubling the beam energy from 100 to 200 keV more than doubles the recoil. Equation~\eqref{eq:heavy} shows why: besides the factor 2 from $E$, the factor $E+2m$ grows from 1122 to 1222 keV, which gives $2\times1.089=2.18$ in all. In the range $m\ll E\ll M$ the recoil energy would grow as $2E^2/M$.

Above the least energy the collision need not be head-on. In Eq.~\eqref{eq:Tphi} the term $p^2\cos^2\!\varphi$ in the denominator is negligible beside $(W+M)^2$ at these energies, so $T(\varphi)\approx T(0)\cos^2\!\varphi$. At 200 keV a recoil of at least 15 eV requires
\begin{equation}
\cos^2\!\varphi\ \ge\ \frac{15}{18.74}=0.80 ,
\end{equation}
that is, a recoil within about $27^\circ$ of the beam direction. As the beam energy is lowered towards the least energy of 164.83 keV, this cone closes around the beam.

\subsection{When the nucleus is not at rest}

The least energy found here belongs to a resting nucleus. Suppose that the nucleus already moves slowly along the beam with kinetic energy $T_0$ and momentum $P_0=\sqrt{2MT_0}$. To leading order it still receives the momentum $P=\sqrt{2MT}$, and its final energy is
\begin{equation}
\frac{(P_0+P)^2}{2M}=T_0+T+2\sqrt{T_0T} .
\end{equation}
The cross term depends on the square root of $T_0$, so even a small initial motion counts. If $T_0$ is one thousandth of $T$, the energy gained exceeds $T$ by $2\sqrt{0.001}$, or about 6\,\%. For motion against the beam the cross term is negative and the gain is smaller. The value $T_0=15$ meV is close to the classical mean kinetic energy along one axis at room temperature, $k_{\mathrm B}\times300\ \text{K}/2\approx13$ meV. For a nucleus moving along the beam with $T_0=15$ meV, a gain of 15 eV requires $T+2\sqrt{T_0T}=15$ eV, that is $T\approx14.1$ eV, and Eq.~\eqref{eq:short} then gives about 156 keV. Thermal motion thus blurs the sharp limit of 165 keV by several percent, and the faster nuclei in the thermal distribution can gain 15 eV from electrons of still lower energy.

The numerical output lists the main energies and momenta of this text; the remaining numbers follow from them by the short calculations shown. The largest recoil energies in the output were obtained without Eq.~\eqref{eq:Tmax}, by passing to the frame in which the total momentum is zero, reversing both momenta there, and returning to the laboratory.

\section*{Computed results}
\begin{verbatim}
Target recoil energy T: 15.0 eV
Electron rest energy m: 510.999 keV
Nuclear rest energy M (28 u): 26081835 keV
Product M*T/2: 195614 keV^2
Square m^2: 261120 keV^2
Root sqrt(m^2 + M*T/2): 675.82 keV
Electron energy, shortcut: 164.822 keV
Electron energy, full kinematics: 164.829 keV
Full minus shortcut: 7.50 eV
Nuclear momentum times c: 884.56 keV
Electron momentum times c, before: 442.29 keV
Electron momentum times c, after: -442.27 keV
Newtonian electron energy: 191.4 keV
Newtonian / relativistic energy: 1.1613 (no unit)
1 + E/(2m): 1.1613 (no unit)
Electron energy, M lower by 0.2 %: 164.54 keV
Electron energy, M higher by 0.2 %: 165.12 keV
Largest recoil energy at 100 keV: 8.60 eV
Largest recoil energy at 150 keV: 13.48 eV
Largest recoil energy at 165 keV: 15.02 eV
Largest recoil energy at 200 keV: 18.74 eV
\end{verbatim}
